Recombination through a three-charge-state dangling bond at an interface, part 2

A dangling bond at a silicon–oxide interface has charge states D+, D0 and D−, holding zero, one and two electrons, with occupation fractions f+, f0 and f−. Can its steady recombination rate be found by adding two ordinary centres, one per transition level, and are the level energies needed?

Units are cm, s and eV. The interface densities are n (electrons) and p (holes), ni is the intrinsic density, and N is the number of defects per unit area. Capture coefficients are a (electron by D+), b (electron by D0), c (hole by D0) and d (hole by D−). Emission is described by n1, p1 for the (+/0) level E1 and n2, p2 for the (0/−) level E2, with n1p1 = n2p2 = ni². The rates between charge states are

U1 = an + cp1 for D+ → D0,
D1 = cp + an1 for D0 → D+,
U2 = bn + dp2 for D0 → D−,
D2 = dp + bn2 for D− → D0.

The steady fractions and the net recombination rates, r per defect and R per unit area, are

f0 = 1/(1 + D1/U1 + U2/D2), f+ = f0 D1/U1, f− = f0 U2/D2,
R = Nr, r = f0 (np − ni²)[ac/U1 + bd/D2].

Also, nD1 − n1U1 = c(np − ni²). Deviations of the occupations decay at two relaxation rates. "Without emission" means that the terms in n1, p1, n2, p2 and ni² are dropped. The splitting Δ is the electron quasi-Fermi level minus the hole one, and np = ni² exp(Δ/kT).

Worked case: T = 300 K, gap 1.1 eV, E1 and E2 at 0.3 and 0.8 eV above the valence band edge Ev, effective band densities of states Nc = Nv = 2.509 × 10¹⁹ cm⁻³, N = 10¹⁰ cm⁻², Δ = 0.6 eV and, in cm³/s,

a = 1 × 10⁻⁷, b = 2 × 10⁻⁹, c = 1 × 10⁻⁹, d = 4 × 10⁻⁸.

**Counting pairs in a cycle.** The same rate can be found without equations for populations. Follow one defect at fixed n and p, starting when it enters D0. It waits there, leaves for D+ or D−, waits again, and returns to D0. This completes one cycle.

If several processes compete with constant rates ki whose sum is K, the probability that none has occurred by time t is exp(−Kt). The mean waiting time is the integral of this probability over t, which is 1/K. The probability that process i ends the wait is the integral of ki exp(−Kt), which is ki/K.

For D0 the total rate is K = D1 + U2. The defect leaves for D+ with probability D1/K and for D− with probability U2/K. The later mean waits are 1/U1 in D+ and 1/D2 in D−. The mean duration of a cycle is therefore

τ = 1/K + (D1/K)(1/U1) + (U2/K)(1/D2)
= (1 + D1/U1 + U2/D2)/K.

Next count the electron–hole pairs removed from the bands in a cycle. On a visit to D+, the outward step is either hole capture, with probability cp/D1, or electron emission, with probability an1/D1. The return is either electron capture, with probability an/U1, or hole emission, with probability cp1/U1. There are four combinations:

hole capture, then electron capture: one pair removed;
hole capture, then hole emission: no net change;
electron emission, then electron capture: no net change;
electron emission, then hole emission: one pair created.

The mean number of pairs removed on a visit to D+ is consequently

s+ = (cp·an − an1·cp1)/(D1U1) = ac(np − ni²)/(D1U1).

On a visit to D−, the outward step is electron capture with probability bn/U2 or hole emission with probability dp2/U2. The return is hole capture with probability dp/D2 or electron emission with probability bn2/D2. Two captures remove a pair, two emissions create one, and the mixed histories change nothing:

s− = (bn·dp − dp2·bn2)/(U2D2) = bd(np − ni²)/(U2D2).

Weighting the visits by their probabilities gives the mean number per cycle,

s = (D1/K)s+ + (U2/K)s−
= (np − ni²)[ac/U1 + bd/D2]/K.

Each return to D0 starts a new cycle that is statistically independent of the earlier ones. Over many cycles the number of pairs removed divided by the elapsed time tends to s/τ, and the last, unfinished cycle has a vanishing share. The factor K cancels, so that

r = s/τ = (np − ni²)[ac/U1 + bd/D2]/(1 + D1/U1 + U2/D2).

This is the earlier result. The occupation f0 now appears as the fraction of time spent in D0, namely (1/K)/τ.

In the worked case at n = p, K = 4.752 × 10⁶ s⁻¹. The mean wait in D0 is 210 ns, compared with 6.3 ns in D+ and 15.6 ns in D−. The mean cycle lasts 223 ns, and s = rτ = 4.44 × 10⁶ × 2.23 × 10⁻⁷ = 0.99. Nearly every cycle removes a pair, and the slow step is the first capture by the neutral defect.

**Two levels are not two centres.** Consider an ordinary centre that has only the states D+ and D0. Its steady fractions are D1/(U1 + D1) in D+ and U1/(U1 + D1) in D0. Its electron capture rate is

r1 = a(nD1 − n1U1)/(U1 + D1) = ac(np − ni²)/(U1 + D1),

where nD1 − n1U1 = c(np − ni²), as in the first half. A centre with only D0 and D− has, by the same calculation,

r2 = bd(np − ni²)/(U2 + D2).

In the three-state defect, f+ + f0 = f0(U1 + D1)/U1 and f0 + f− = f0(U2 + D2)/D2. Solving for f0/U1 and f0/D2 and inserting them into r gives

r = (f+ + f0)r1 + (f0 + f−)r2.

Each ordinary rate is weighted by the fraction of time for which its pair of states is available. Adding two independent centres sets both weights to one. The error is

r1 + r2 − r = f− r1 + f+ r2,

which is positive for np > ni². A defect in D− cannot take part in the (+/0) traffic, but the two-centre model lets it do so.

The size of this error is clearest without emission. Then r = f0(bn + cp), f+ = f0 cp/(an) and f− = f0 bn/(dp). The two-state rates are

r1 = cp/[1 + cp/(an)], r2 = bn/[1 + bn/(dp)].

The relative error is therefore

(r1 + r2 − r)/r = (c/d)[bn/(bn + cp)]/[1 + cp/(an)] + (b/a)[cp/(bn + cp)]/[1 + bn/(dp)].

The fractions bn/(bn + cp) and cp/(bn + cp) add up to one, and the last denominators exceed one. The relative error is thus smaller than the larger of b/a and c/d.

This answers the modelling question. If charged defects capture much faster than neutral ones, two independent centres are a good approximation for the rate as long as emission can be neglected. If all four coefficients are equal and n = p, the formula gives 1/4 + 1/4 = 1/2, a 50% overestimate relative to r.

In the worked case b/a = 0.020 and c/d = 0.025. At n = p, with emission included, two centres give 4.54 × 10¹⁶ cm⁻² s⁻¹ instead of 4.44 × 10¹⁶, an excess of 2.3%. For the five carrier ratios in the numerical output the excess lies between about 2.0% and 2.5%. With emission the bound is not general and depends on the levels. For the levels at 0.3 and 0.8 eV the excess stayed at or below 2.5% over a scan of n/p at splittings of 0.6, 0.4, 0.2 and −0.2 eV. With the same coefficients and both levels at 0.55 eV it reaches 125% at Δ = −0.2 eV. With E1 at 0.7 eV and E2 at 0.4 eV above the valence band edge it reaches 9% at Δ = 0.4 eV and 98% at Δ = 0.2 eV. At low injection or under depletion, and above all when E2 lies near or below E1, the three-state formula is needed.

**What rates can reveal about the coefficients.** Without emission,

ln r = ln(bn + cp) − ln[1 + cp/(an) + bn/(dp)].

Raising ln a by a small amount reduces cp/(an) in proportion. The derivative of ln r is therefore [cp/(an)]f0 = f+. Likewise, the derivative with respect to ln d is f−. The coefficients b and c appear in both logarithms, and the four sensitivities are

∂ln r/∂ln a = f+,
∂ln r/∂ln b = bn/(bn + cp) − f−,
∂ln r/∂ln c = cp/(bn + cp) − f+,
∂ln r/∂ln d = f−.

Their sum is one, as it must be, since doubling all four coefficients doubles the rate. For the same reason, doubling the coefficients and halving N leaves R unchanged. Rates alone thus determine Na, Nb, Nc and Nd at best, and N must come from another measurement.

Different carrier ratios isolate different coefficients. In the model at fixed np, n/p = 10⁻⁴ gives a sensitivity of 0.990 to a, and n/p = 10⁴ gives 0.998 to d. At n/p = 0.05 the largest sensitivity is 0.743, to c. At n/p = 5 it is 0.709, to b.

The smallest singular value of the resulting four-by-four table is 0.617. To first order, a set of small relative errors in the four rates is therefore amplified by at most 1/0.617 = 1.6, when both sets of errors are measured by the root of the sum of their squares. This estimate takes N, n and p as known and neglects emission. With emission included and the levels taken as known, the smallest singular value falls to 0.599 and the factor rises to 1.7.

**Two maxima under band bending.** Charge in the oxide or on a gate bends the bands and changes n/p at the interface. If the quasi-Fermi levels are flat between the bulk and the interface and their splitting is held fixed, np stays constant. The rate then depends on n/p alone.

A symmetric case without emission can be solved in closed form. Let a/b = d/c = κ and define g² = bc np. Since the product of bn and cp is fixed at g², one may write

bn = g exp(t), cp = g exp(−t).

Then cp/(an) = exp(−2t)/κ and bn/(dp) = exp(2t)/κ, so that

r = 2g cosh t/[1 + (2/κ)cosh 2t].

Put z = cosh t, which is at least 1, and use cosh 2t = 2z² − 1:

r = 2gz/(A + Bz²), A = 1 − 2/κ, B = 4/κ.

The derivative dr/dz has the sign of A − Bz². For κ > 6, A/B = (κ − 2)/4 exceeds 1. The rate then rises with z up to z² = (κ − 2)/4 and falls beyond it. This z belongs to two values of t, one positive and one negative, so there are two equal maxima with

r(max) = g/√(AB) = gκ/[2√(κ − 2)].

For κ ≤ 6, A − Bz² is negative for all z > 1. There is one maximum, at t = 0, with the value 2g/(1 + 2/κ). Two maxima thus appear in this symmetric model if and only if κ > 6. Numerical solutions at κ = 5, 8 and 100 gave one, two and two maxima, with the predicted heights.

For large charged-to-neutral ratios the positions can be estimated without symmetry. Near the maximum at small n/p, the traffic through D− is neglected, which leaves r ≈ cp/[1 + cp/(an)]. With n = (np)/p and np fixed, this is largest at cp = an, where D+ and D0 are equally occupied. The other maximum lies near bn = dp, where D0 and D− are equally occupied. Between them the defect is mostly neutral and r ≈ bn + cp. At fixed np this sum is smallest at bn = cp.

In the worked case these estimates give n/p = c/a = 0.010, c/b = 0.50 and d/b = 20. The full formula, with emission, gives

maximum at n/p = 0.011, R = 7.97 × 10¹⁶ cm⁻² s⁻¹,
minimum at n/p = 0.52, R = 4.26 × 10¹⁶ cm⁻² s⁻¹,
maximum at n/p = 18, R = 7.05 × 10¹⁶ cm⁻² s⁻¹.

These values belong to Δ = 0.6 eV. At smaller splitting emission takes over: for Δ = 0.4 eV the minimum and the second maximum move to n/p = 2.0 and 6.7, and for Δ = 0.3 eV only one maximum remains, at n/p = 0.043. In each of these cases, making the two carrier densities equal is not the way to maximize recombination. Nor do two maxima prove that one defect has three charge states. In the emission-free regime the sum r1 + r2 of two independent centres differs from r by a relative amount below the larger of b/a and c/d. It shows nearly the same curve when both ratios are small.

**What each derivation assumes.** Both derivations use the same physical input: detailed balance for each band, nondegenerate thermal carriers, single-electron steps, and fixed coefficients. Both fail if defects exchange electrons directly with one another. If a second carrier takes up the energy of a capture, the coefficients depend on the carrier densities, and constant values of a, b, c and d can no longer be used as n and p change. They also need n and p at the interface. The defect charge, proportional to N(f+ − f−), can itself bend the bands, in which case n, p and the occupations must be found together. If levels or coefficients vary among defects, R is the sum of the individual rates, which in general differs from the rate at average parameters.

The population derivation assumes that the mean flow out of a state is its occupation times a rate that does not depend on how long the defect has been there. In return, its differential equations remain valid when n and p vary in time. The steady condition is imposed afterwards. The relaxation rates show when the occupations are close to steady, and the steady rate applies when, in addition, the recharging of the defect is slow compared with r.

The cycle derivation assumes constant conditions over many cycles, and it yields a time average for one defect. This equals the average over many identical defects because the steady state is unique. It does not give the response to changing n and p without further work.

Its advantage is that it tolerates waits that are not exponentially distributed. Let q be the probability of leaving D0 for D+, and let τ0, τ+ and τ− be the mean waits in the three states. If successive cycles are independent and alike, the same counting gives

r = [q s+ + (1 − q)s−]/[τ0 + qτ+ + (1 − q)τ−],

where s+ and s− are the mean numbers of pairs removed on the two kinds of visit. A delay after capture, for instance while the surrounding atoms relax, lengthens the waits and can be included in this way. The closed formula in U1, D1, U2 and D2 then no longer applies as it stands, because it takes every mean wait to be the inverse of a sum of constant rates.

Computed results

```
kT = 0.025852 eV; Nc = Nv = 2.5094e+19 cm^-3
gap 1.1 eV; E1-Ev 0.3 eV; E2-Ev 0.8 eV
T = 300 K; N = 1.0e+10 cm^-2
a, b, c, d = 1.0e-07 2.0e-09 1.0e-09 4.0e-08 cm^3/s
ni = 1.4454e+10 cm^-3
n1, p1 = 4.5618e+05 4.5796e+14 cm^-3
n2, p2 = 4.5796e+14 4.5618e+05 cm^-3
splitting 0.6 eV; n = p = 1.5840e+15 cm^-3
At n = p:
U1, D1 = 1.5886e+08 1.5840e+06 1/s
U2, D2 = 3.1680e+06 6.4276e+07 1/s
relaxation rates = 6.7390e+07 1.6050e+08 1/s
slowest relaxation time = 14.84 ns
R per defect = 4.4392e+06 1/s
Fixed np; R in cm^-2 s^-1; eps = largest emission/capture
n/p=1e-4: f+,f0,f- = 0.98727 0.01273 0.00000 eps=0.2891
  R=1.5642e+16 no emission=1.5686e+16 two centres=1.5955e+16
n/p=1e-2: f+,f0,f- = 0.49275 0.50700 0.00025 eps=0.0289
  R=7.9656e+16 no emission=8.0764e+16 two centres=8.1234e+16
n/p=1e+0: f+,f0,f- = 0.00941 0.94406 0.04653 eps=0.0145
  R=4.4392e+16 no emission=4.4830e+16 two centres=4.5400e+16
n/p=1e+1: f+,f0,f- = 0.00068 0.67607 0.32326 eps=0.0457
  R=6.8152e+16 no emission=7.0080e+16 two centres=6.9812e+16
n/p=1e+4: f+,f0,f- = 0.00000 0.00487 0.99513 eps=1.4456
  R=6.3060e+15 no emission=6.3237e+15 two centres=6.4636e+15
Extrema of full R: n/p, large-kappa estimate, R (cm^-2 s^-1)
max: 0.0109 0.0100 7.9722e+16
min: 0.5188 0.5000 4.2577e+16
max: 17.8443 20.0000 7.0527e+16
Emission-free d ln R / d ln(a,b,c,d):
n/p=0.0001: 0.9901 0.0002 0.0097 0.0000
n/p=0.05: 0.1663 0.0888 0.7428 0.0021
n/p=5: 0.0016 0.7094 0.0893 0.1997
n/p=10000: 0.0000 0.0019 0.0000 0.9980
smallest singular value of this table = 0.6170
Symmetric emission-free model: kappa, maxima, top R/(N g)
5 1 1.4286
8 2 1.6330
100 2 5.0508
```
